# Surface temperature ripple under a periodic flux switched on over a half-space

## Definitions and conventions

A solid fills $z>0$, with $z$ measured inward from its surface and $x$ along it. Its conductivity is $k$, its heat capacity per volume $C$, and its diffusivity $D=k/C$. The temperature rise above the uniform starting temperature is $T(x,z,t)$. Flux into the solid counts as positive.

The absorbed flux varies along $x$ with period $\Lambda$ and wavenumber $q=2\pi/\Lambda>0$. Its amplitude is $F>0$. A cosine is negative over half of each period, so $F\cos(qx)$ is physically the modulation of a uniform absorbed flux $F_0\ge F$. The equations below are linear, so the two parts are solved separately and added.

The ripple amplitude $A$ is the coefficient of $\cos(qx)$ in the surface rise, half the difference between crest and trough. The ratio of diffusion length to pattern size is measured by

$$u=q\sqrt{Dt}.$$

The error function and its complement are

$$\operatorname{erf}(u)=\frac{2}{\sqrt\pi}\int_0^u e^{-v^2}dv,\qquad \operatorname{erfc}(u)=1-\operatorname{erf}(u).$$

**Assumptions.** The properties $k$ and $C$ are constant. The flux is absorbed in the plane $z=0$, starts at $t=0$ and then stays constant. The surface loses no heat. The rise is zero at $t=0$, has period $\Lambda$ in $x$, and vanishes with its gradient at great depth, fast enough for the integrals below to exist. Thus

$$\frac{\partial T}{\partial t}=D\left(\frac{\partial^2T}{\partial x^2}+\frac{\partial^2T}{\partial z^2}\right),\qquad -k\left.\frac{\partial T}{\partial z}\right|_{z=0}=F\cos(qx).$$

## Theorem 1: the ripple

Under these assumptions the surface rise is $A(t)\cos(qx)$ with

$$A(t)=\frac{F}{kq}\,\operatorname{erf}\!\left(q\sqrt{Dt}\right).$$

The proof builds the solution from short heat pulses. Two lemmas supply the response to one pulse.

### Lemma 1: lateral spreading of a cosine

Diffusion along $x$ for a time $s$ replaces a profile by its average with the Gaussian $G(y)=e^{-y^2/4Ds}/\sqrt{4\pi Ds}$. It multiplies $\cos(qx)$ by $e^{-Dq^2s}$.

*Proof.* Expand $\cos[q(x-y)]=\cos(qx)\cos(qy)+\sin(qx)\sin(qy)$. The second term is odd in $y$ and averages to zero. The first leaves $I(q)=\int_{-\infty}^{\infty}\cos(qy)\,G\,dy$. Since $G'=-yG/(2Ds)$, we have $yG=-2DsG'$, and an integration by parts gives

$$\frac{dI}{dq}=-\int y\sin(qy)\,G\,dy=2Ds\int\sin(qy)\,G'\,dy=-2Dsq\,I.$$

With $I(0)=1$ the solution is $I=e^{-Dq^2s}$. ∎

### Lemma 2: the pulse response

Define, for $s>0$,

$$K(z,s)=\frac{1}{\sqrt{\pi Ds}}\exp\!\left(-Dq^2s-\frac{z^2}{4Ds}\right).$$

Then $\partial K/\partial s=D(\partial^2K/\partial z^2-q^2K)$.

*Proof.* Differentiation gives

$$\frac{\partial K}{\partial s}=\left(-\frac1{2s}-Dq^2+\frac{z^2}{4Ds^2}\right)K,$$

$$\frac{\partial K}{\partial z}=-\frac{z}{2Ds}K,\qquad \frac{\partial^2K}{\partial z^2}=\left(\frac{z^2}{4D^2s^2}-\frac1{2Ds}\right)K.$$

Multiplying the last expression by $D$ and subtracting $Dq^2K$ reproduces the first line. ∎

The function $K/C$ is the coefficient of $\cos(qx)$ in the rise, per unit deposited energy per area, a time $s$ after a surface pulse shaped like $\cos(qx)$. Without the lateral factor the energy is conserved, because $\int_0^\infty e^{-z^2/4Ds}dz=\sqrt{\pi Ds}$. The slope $\partial K/\partial z$ vanishes at $z=0$, as an insulated surface requires after the pulse.

### Proof of Theorem 1

During a time $ds$ the surface receives $F\,ds$ per area. Adding the pulses of all ages $s$ between $0$ and $t$ suggests $T=g(z,t)\cos(qx)$ with

$$g(z,t)=\frac FC\int_0^tK(z,s)\,ds.$$

*Heat equation.* For $z>0$, the derivative with respect to the upper limit gives $\partial g/\partial t=(F/C)K(z,t)$. By Lemma 2,

$$D\left(\frac{\partial^2g}{\partial z^2}-q^2g\right)=\frac FC\int_0^t\frac{\partial K}{\partial s}ds=\frac FC\left[K(z,t)-K(z,0^+)\right].$$

Here $K(z,0^+)=0$, because $e^{-z^2/4Ds}$ vanishes faster than $1/\sqrt s$ grows. The two sides agree. Since $\partial^2\cos(qx)/\partial x^2=-q^2\cos(qx)$, this is the heat equation for $T$.

*Surface flux.* With $k/(CD)=1$,

$$-k\frac{\partial g}{\partial z}=F\int_0^t\frac{z}{2s\sqrt{\pi Ds}}\,e^{-Dq^2s-z^2/4Ds}\,ds.$$

Put $\eta=z/(2\sqrt{Ds})$. Then $d\eta=-z\,ds/(4s\sqrt{Ds})$ and $Ds=z^2/4\eta^2$, so

$$-k\frac{\partial g}{\partial z}=\frac{2F}{\sqrt\pi}\int_{z/2\sqrt{Dt}}^{\infty}e^{-\eta^2-q^2z^2/4\eta^2}\,d\eta.$$

As $z\to0$ the integral tends to $\sqrt\pi/2$, and the flux tends to $F$.

*Start and depth.* Both exponential factors in $K$ are at most 1, and $e^{-z^2/4Ds}\le e^{-z^2/4Dt}$ for $s\le t$. Hence

$$0\le g\le e^{-z^2/4Dt}\,\frac FC\int_0^t\frac{ds}{\sqrt{\pi Ds}}=e^{-z^2/4Dt}\,\frac{2F}{k}\sqrt{\frac{Dt}{\pi}}.$$

This vanishes as $t\to0$ and at great depth. The flux integral also vanishes at great depth, since its lower limit goes to infinity.

*Uniqueness.* Let $w$ be the difference of two solutions. It starts at zero and has no surface flux. Multiply its heat equation by $w$ and integrate over one period and all depths. The boundary terms vanish at the surface and at depth, and cancel between the two sides of the period, leaving

$$\frac{d}{dt}\int\frac{w^2}{2}\,dx\,dz=-D\int|\nabla w|^2\,dx\,dz\le0.$$

A non-negative integral that starts at zero and cannot grow stays zero, so $w=0$.

*Surface value.* At $z=0$,

$$A(t)=\frac FC\int_0^t\frac{e^{-Dq^2s}}{\sqrt{\pi Ds}}\,ds.$$

Put $v=q\sqrt{Ds}$. Then $ds=2v\,dv/(Dq^2)$ and $\sqrt{\pi Ds}=\sqrt\pi\,v/q$, so $ds/\sqrt{\pi Ds}=2\,dv/(\sqrt\pi\,Dq)$. Therefore

$$A=\frac{F}{CDq}\,\frac2{\sqrt\pi}\int_0^{u}e^{-v^2}dv=\frac F{kq}\operatorname{erf}(u).\qquad∎$$

### The field below the surface

The same substitution at depth $z$, with $b=qz/2$, gives

$$g=\frac F{kq}\,\frac2{\sqrt\pi}\int_0^u e^{-v^2-b^2/v^2}dv.$$

A primitive follows from $(b/v\mp v)^2=v^2+b^2/v^2\mp2b$:

$$\frac{d}{dv}\left[e^{-2b}\operatorname{erfc}\!\left(\frac bv-v\right)\right]=\frac2{\sqrt\pi}\left(1+\frac b{v^2}\right)e^{-v^2-b^2/v^2},$$

$$-\frac{d}{dv}\left[e^{2b}\operatorname{erfc}\!\left(\frac bv+v\right)\right]=\frac2{\sqrt\pi}\left(1-\frac b{v^2}\right)e^{-v^2-b^2/v^2}.$$

Half their sum is the integrand with its factor $2/\sqrt\pi$. Both complementary error functions vanish as $v\to0^+$ when $b>0$. Since $b/u=z/(2\sqrt{Dt})$,

$$g=\frac F{2kq}\left[e^{-qz}\operatorname{erfc}\!\left(\frac z{2\sqrt{Dt}}-u\right)-e^{qz}\operatorname{erfc}\!\left(\frac z{2\sqrt{Dt}}+u\right)\right].$$

At late times the first complementary error function tends to 2 and the second to 0, so $g\to(F/kq)e^{-qz}$. The settled ripple reaches a depth of about $1/q$, while the uniform heating continues to spread inward.

## Theorem 2: coarse and fine patterns

For every $t>0$ the ripple lies below both of its limiting laws:

$$A<\frac{2F}{k}\sqrt{\frac{Dt}{\pi}},\qquad A<\frac F{kq}.$$

The first is approached for $u\ll1$, with relative deficit at most $u^2/3$. The second is approached for $u\gg1$, with relative deficit below $e^{-u^2}/(u\sqrt\pi)$.

*Proof.* For $v>0$, $1-v^2<e^{-v^2}<1$. Integration from $0$ to $u$ gives

$$\frac{2u}{\sqrt\pi}\left(1-\frac{u^2}3\right)<\operatorname{erf}(u)<\frac{2u}{\sqrt\pi}.$$

Multiplying by $F/(kq)$ and using $u/q=\sqrt{Dt}$ proves the coarse statement. For the fine one, $v/u\ge1$ on the range $v\ge u$, so

$$1-\operatorname{erf}(u)<\frac2{\sqrt\pi}\int_u^\infty\frac vu\,e^{-v^2}dv=\frac{e^{-u^2}}{u\sqrt\pi}.\qquad∎$$

In a coarse pattern heat has no time to travel sideways over a period. Each place heats as if its local flux covered the whole surface, and the leading ripple grows as $\sqrt t$, independently of $q$.

In a fine pattern lateral conduction carries away the modulation as fast as it arrives. The settled field shows the balance. The bright half-period, $|x|<\pi/2q$, receives an excess $\int F\cos(qx)\,dx=2F/q$ per unit length of stripe. Through each of its two sides the lateral flow is $\int_0^\infty kq\,(F/kq)e^{-qz}dz=F/q$. The two sides together remove the excess.

The limiting laws are equal when $2u/\sqrt\pi=1$. With $u=2\pi\sqrt{Dt}/\Lambda$ this defines the crossover period

$$\Lambda_c=4\sqrt{\pi Dt}.$$

It marks a smooth change: there the ripple is $\operatorname{erf}(\sqrt\pi/2)=0.79$ of either law.

### Corollary: ripple relative to mean heating

The uniform flux is the case $q\to0$ with amplitude $F_0$. Its surface rise is $\bar T=(2F_0/k)\sqrt{Dt/\pi}$, so

$$\frac A{\bar T}=\frac F{F_0}\,\frac{\sqrt\pi\,\operatorname{erf}(u)}{2u}.$$

The last fraction is the average of $e^{-v^2}$ over $0<v<u$, and hence falls as $u$ grows. At fixed period, flux contrast $F/F_0$ and mean rise, a longer pulse therefore gives a smaller ripple. The flux must be lowered as the pulse is lengthened to hold the mean rise fixed.

### Corollary: after the flux is switched off

Ending the flux at $t_p$ is the same as adding $-F\cos(qx)$ from then on. For $t>t_p$,

$$A(t)=\frac F{kq}\left[\operatorname{erf}\!\left(q\sqrt{Dt}\right)-\operatorname{erf}\!\left(q\sqrt{D(t-t_p)}\right)\right].$$

A fine ripple disappears within a few times $1/(Dq^2)$. A coarse one at first decays as $\sqrt t-\sqrt{t-t_p}$, in step with the mean.

## Example: a millisecond flash on silicon

Take a silicon wafer preheated to 1000 K, with rough hot-silicon values $k=0.25$ W/(cm K) and $C=2.2$ J/(cm³ K). A square pulse of 1 ms delivers $F_0=10$ kW/cm² of absorbed flux with a modulation $F=1$ kW/cm². Then $D=0.25/2.2=0.114$ cm²/s and $\sqrt{Dt}=0.01066$ cm, or 107 µm. The mean rise is

$$\bar T=\frac{2\times10^4\times0.01066}{0.25\sqrt\pi}\ \text{K}=481\ \text{K},$$

which brings the surface to 1481 K. The coarse law gives a tenth of this rise, 48.1 K, and the crossover period is 756 µm. For $\Lambda=1000$ µm, $q=62.8$ cm⁻¹ and

$$A=\frac{1000}{0.25\times62.8}\times0.657\ \text{K}=41.8\ \text{K}.$$

The four periods below span both regimes at the end of the pulse.

| $\Lambda$ (µm) | $u$ | $F/(kq)$ (K) | $A$ (K) | $A/\bar T$ (%) |
|---:|---:|---:|---:|---:|
| 10 | 67 | 0.64 | 0.64 | 0.13 |
| 100 | 6.7 | 6.4 | 6.4 | 1.3 |
| 1000 | 0.67 | 64 | 41.8 | 8.7 |
| 10000 | 0.067 | 637 | 48.0 | 10.0 |

At 10 mm the surface follows the ten per cent flux contrast almost fully. At 10 µm lateral conduction has reduced it to about one part in 760 of the mean rise.

The time to reach 90 per cent of $F/(kq)$ is $[\operatorname{erf}^{-1}(0.9)]^2/(Dq^2)$. It is 0.30 µs, 30 µs, 3.0 ms and 302 ms for the four periods. The last exceeds the diffusion time $L^2/D=53$ ms through a wafer of thickness $L=775$ µm, so the half-space ceiling of 637 K does not describe such a wafer: with an insulated back face the settled ripple is larger by $\coth(qL)=2.2$. The two longer times are also out of reach at this mean flux, which would bring the surface to the melting point of silicon, 1687 K, after about 2 ms. At 1 ms the back face hardly matters: if it is insulated, its nearest images add a fraction $2e^{-L^2/Ds}$ to a pulse of age $s$, which stays below $2e^{-52}$.

## Where the assumptions fail

**Conductivity.** Hot silicon conducts less well as it warms. A rough law is $k(T_a)=0.25\,(T_a/1240\ \text K)^{-0.8}$ W/(cm K), where $T_a$ is the absolute temperature and 1240 K lies midway through the heating. Let $T_0(z,t)$ be the absolute temperature under the uniform flux. Since $k\nabla T_a$ is the gradient of $\int k\,dT_a$, a small ripple $g\cos(qx)$ changes that integral by $k(T_0)g\cos(qx)$. To first order,

$$C\frac{\partial g}{\partial t}=\frac{\partial^2[k(T_0)g]}{\partial z^2}-q^2k(T_0)g,\qquad -\left.\frac{\partial[k(T_0)g]}{\partial z}\right|_{z=0}=F.$$

A finite-volume calculation with implicit time steps, for an insulated wafer, raises the ripple by 15.7, 15.5, 11.2 and 11.0 per cent in the order of the table. The mean rise changes much less, from 481 to 488 K. A settled fine ripple depends on $k$ near the surface, where $(1488/1240)^{0.8}=1.16$ accounts for its increase. A very coarse ripple is $F\,d\bar T/dF_0$, the slope of the mean rise against flux. When $k$ falls with temperature this slope can increase even though the mean rise itself is nearly unchanged. These percentages belong to the rough law, which falls too steeply at the hot end. Handbook values for silicon flatten above 1200 K, to about 0.228 W/(cm K) at 1488 K against 0.216 from the law, and give increases nearer 9, 9, 7 and 7 per cent. The rise of $C$ with temperature, neglected here, lowers the two coarse values further, to about 5 per cent.

**Absorption depth.** Let the light be absorbed as $(F/\delta)e^{-z/\delta}\cos(qx)$ per volume. The settled ripple obeys

$$k(g''-q^2g)=-\frac F\delta e^{-z/\delta},\qquad g'(0)=0,$$

where primes denote $d/dz$. For $q\delta\ne1$, try $g=Pe^{-z/\delta}+Be^{-qz}$. The equation gives $P=-F\delta/[k(1-q^2\delta^2)]$, and zero slope gives $B=-P/(q\delta)$. Hence

$$g(0)=P+B=\frac{F(1-q\delta)}{kq(1-q^2\delta^2)}=\frac F{kq(1+q\delta)},$$

which extends continuously to $q\delta=1$. For a rough visible-light depth $\delta=0.5$ µm, the 10 µm ripple falls by 24 per cent and the 100 µm ripple by 3 per cent. For the two longer periods, numerical integration of the pulse response over the absorption profile gives reductions of about half a per cent.

**Pulse shape.** A half-sine flux with amplitude $(\pi/2)F$ and the same duration delivers the same energy, because the mean of a half-sine is $2/\pi$ of its crest. Integrating its pulse responses numerically gives peak ripples 57, 57, 11 and 5 per cent above the square-pulse values. The fine patterns have a memory of order $1/(Dq^2)$, much shorter than the pulse. They follow the instantaneous flux, whose crest is $\pi/2=1.57$ times $F$.

**Surface loss.** A black body at 1481 K emits 0.27 per cent of $F_0$. With $\sigma$ the Stefan–Boltzmann constant and $T_s$ the absolute surface temperature, the modulation of this loss has amplitude about $4\sigma T_s^3A$. Compared with $F$, this bounds the linearised reduction of the 10 mm ripple at 0.35 per cent.

**Real device wafers.** Preheating followed by a millisecond flash is an established way to anneal implanted silicon. The pulse length and temperatures here are typical in size, while the ten per cent contrast is a round choice, since the real contrast depends on the films and the lamp spectrum. Device wafers also break the assumption of a uniform solid. If an absorbing film lies on 0.3 µm of oxide with a rough conductivity of 0.02 W/(cm K), and the full mean flux crosses the oxide steadily, the film is hotter than the silicon beneath it by

$$\frac{10^4\times0.3\times10^{-4}}{0.02}\ \text K=15\ \text K.$$

This estimate requires a film much wider than the oxide is thick. If little heat flows along the film, the ten per cent flux modulation changes the step by about 1.5 K along the surface. That 1.5 K exceeds the silicon's own ripple of 0.64 K at 10 µm, but not the 6.4 K at 100 µm. A continuous film that conducts well reduces both the step variation and the silicon ripple at short periods, and can bring the step variation below 0.64 K. For such structures a small $F/(kq)$ indicates a nearly uniform silicon surface, but does not establish that the absorbing film is equally uniform.
